# Why graphene on a high-work-function metal can be n-type: a program that tests the result

```python
"""Doping of physisorbed graphene on a metal.

Result under test: with an interaction dipole step Delta_c, the Fermi shift
    eps = sgn(Phi) [sqrt(1 + 4 beta |Phi|) - 1] / (2 beta),
    Phi = W_G + Delta_c - W_M,  beta = e^2 z / (pi eps0 hbar^2 v^2),
so graphene changes from n-type to p-type at W_M = W_G + Delta_c.
eps = E_F - E_Dirac (positive: n-type); W_M, W_G: work functions of the clean
metal and of neutral graphene; z: effective separation of transferred charges;
v: cone velocity.  Energies in eV, lengths in nm, densities in nm^-2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import expit

# Chosen round parameters
W_G, DIPOLE, W_EXAMPLE = 4.5, 0.9, 5.0
SEPARATION, SPACING = 0.10, 0.33
VELOCITY = 1.0e6                 # m/s
LATTICE = 0.246                  # nm, rough graphene lattice constant
TEMPERATURE = 300.0              # K
HALF_WIDTH = 0.02                # eV, rough tunnelling broadening

COULOMB = const.e / const.epsilon_0 * 1e9          # e^2/eps0 in eV nm
HBAR_V = const.hbar * VELOCITY / const.e * 1e9     # eV nm
KT = const.k * TEMPERATURE / const.e
CELL = np.sqrt(3) / 2 * LATTICE**2
HOPPING = 2 * HBAR_V / (np.sqrt(3) * LATTICE)
DOS_SLOPE = 2 / (np.pi * HBAR_V**2)


def beta_of(sep):
    return COULOMB * sep / (np.pi * HBAR_V**2)


def fermi_shift(w_metal, dipole=DIPOLE, sep=SEPARATION):
    """Closed formula under test."""
    phi = W_G + dipole - w_metal
    b = beta_of(sep)
    return np.sign(phi) * (np.sqrt(1 + 4 * b * abs(phi)) - 1) / (2 * b)


def cone_density(eps):
    return np.sign(eps) * eps**2 / (np.pi * HBAR_V**2)


# ---- Independent state count from the honeycomb lattice -------------------
def lattice_energy(u, w):
    """Positive band energy at fractional reciprocal coordinates u, w."""
    return HOPPING * np.abs(1 + np.exp(2j * np.pi * u)[:, None]
                            + np.exp(2j * np.pi * w)[None, :])


points = 2000
mid = (np.arange(points) + 0.5) / points
full_zone = lattice_energy(mid, mid)
probe = 0.5
full_count = 2 * np.mean(full_zone < probe) / CELL
# 2 %: finite k grid plus true band curvature at 0.5 eV
assert abs(full_count / cone_density(probe) - 1) < 0.02
del full_zone

# Fine patch around one Dirac point; the other valley is its mirror image
patch = 0.08
offset = (2 * mid - 1) * patch
levels = np.sort(lattice_energy(1 / 3 + offset, 2 / 3 + offset).ravel())


def lattice_density(eps):
    fraction = np.searchsorted(levels, abs(eps)) / levels.size
    return np.sign(eps) * 4 * fraction * (2 * patch)**2 / CELL


assert abs(lattice_density(probe) / full_count - 1) < 0.02  # coarse full grid

# ---- Independent electrostatics: integrate Poisson for smeared charges ----
x = np.linspace(-0.5, 1.0, 3001)


def cloud(center, width):
    return (np.exp(-0.5 * ((x - center) / width)**2)
            / (width * np.sqrt(2 * np.pi)))


def outer_step(density, dipole, sep):
    """Electron vacuum energy outside graphene minus that of bare metal."""
    moment = dipole / COULOMB
    pushed = (cloud(0.20, 0.03) - cloud(0.08, 0.04)) / 0.12
    charge = density * (cloud(0, 0.02) - cloud(sep, 0.02)) + moment * pushed
    slope = COULOMB * cumulative_trapezoid(charge, x, initial=0)
    return trapezoid(slope, x)


assert abs(outer_step(0, DIPOLE, SEPARATION) + DIPOLE) < 1e-4
assert abs(outer_step(0.1, 0, SEPARATION) - COULOMB * 0.1 * SEPARATION) < 1e-4


def numeric_shift(w_metal, dipole=DIPOLE, sep=SEPARATION):
    def mismatch(eps):
        covered = w_metal + outer_step(lattice_density(eps), dipole, sep)
        return covered - (W_G - eps)
    return brentq(mismatch, -1.0, 1.0)


metals = [4.2, 4.8, 5.0, 5.2, 5.4, 5.7]
for w in metals:
    for d in (0.0, DIPOLE):
        # 0.01 eV allows for the lattice band curvature absent from the cone
        assert abs(numeric_shift(w, d) - fermi_shift(w, d)) < 0.01
cross_bare = brentq(lambda w: numeric_shift(w, 0.0), 4.0, 5.3)
cross_dipole = brentq(lambda w: numeric_shift(w, DIPOLE), 4.7, 6.0)
cross_far = brentq(lambda w: numeric_shift(w, DIPOLE, 0.2), 4.7, 6.0)
assert abs(cross_bare - W_G) < 1e-3
assert abs(cross_dipole - (W_G + DIPOLE)) < 1e-3
assert abs(cross_far - cross_dipole) < 1e-3


# ---- Exclusion pushes electrons away from the overlap region --------------
def exclusion_shift(gap, width_metal, width_carbon):
    """Change of summed electron position for one spin: explicit and formula."""
    grid = np.linspace(-1.5, 2.0, 7001)
    h = grid[1] - grid[0]
    a = np.exp(-(grid / (2 * width_metal))**2)
    b = np.exp(-((grid - gap) / (2 * width_carbon))**2)
    a /= np.sqrt(h * np.sum(a * a))
    b /= np.sqrt(h * np.sum(b * b))
    ortho, _ = np.linalg.qr(np.column_stack([a, b]))
    explicit = np.sum(grid[:, None] * ortho**2) - h * np.sum(grid * (a*a + b*b))
    overlap = h * np.sum(a * b)
    centroid = h * np.sum(grid * a * b) / overlap
    formula = 2 * overlap**2 / (1 - overlap**2) * (gap / 2 - centroid)
    return explicit, formula, overlap, centroid


BROAD, COMPACT = 0.10, 0.06
push = exclusion_shift(SPACING, BROAD, COMPACT)
push_far = exclusion_shift(SPACING + 0.10, BROAD, COMPACT)
push_swapped = exclusion_shift(SPACING, COMPACT, BROAD)
for case in (push, push_far, push_swapped):
    assert abs(case[0] - case[1]) < 1e-8
assert push[0] < 0 < push_swapped[0]
assert abs(push_far[0]) < abs(push[0])


# ---- Neglected effects for the example ------------------------------------
def fermi_integral(eta):
    return quad(lambda t: t * expit(eta - t), 0, max(eta, 0) + 40,
                limit=200)[0]


def thermal_density(eps):
    return DOS_SLOPE * KT**2 * (fermi_integral(eps / KT)
                                - fermi_integral(-eps / KT))


# Cone cutoff that holds the two states per cell of one band
cutoff = np.sqrt(2 * np.pi * HBAR_V**2 / CELL)
band = np.linspace(-cutoff, cutoff, 40001)


def broadened_density(eps):
    gained = (np.arctan((eps - band) / HALF_WIDTH)
              + np.arctan(band / HALF_WIDTH)) / np.pi
    return trapezoid(DOS_SLOPE * np.abs(band) * gained, band)


def balance(count, w_metal):
    target = W_G + DIPOLE - w_metal
    return brentq(lambda e: e + COULOMB * SEPARATION * count(e) - target,
                  -1.5, 1.5)


for count in (thermal_density, broadened_density):
    assert balance(count, 5.39) > 0 > balance(count, 5.41)

eps = fermi_shift(W_EXAMPLE)
eps_bare = fermi_shift(W_EXAMPLE, 0.0)
density = cone_density(eps)
assert eps > 0 > eps_bare
eps_thermal = balance(thermal_density, W_EXAMPLE)
eps_broad = balance(broadened_density, W_EXAMPLE)
eps_lattice = numeric_shift(W_EXAMPLE)
carriers_cross = DOS_SLOPE * KT**2 * fermi_integral(0.0)
lifetime = const.hbar / (2 * HALF_WIDTH * const.e) * 1e15

# Rough estimate: dipole step follows the squared metal tail
kappa = np.sqrt(2 * const.m_e * W_EXAMPLE * const.e) / const.hbar * 1e-9
flip = np.log(DIPOLE / (W_EXAMPLE - W_G)) / (2 * kappa)


def stretched(extra):
    return numeric_shift(W_EXAMPLE, DIPOLE * np.exp(-2 * kappa * extra),
                         SEPARATION + extra)


assert stretched(0.9 * flip) > 0 > stretched(1.1 * flip)
cross_stretched = W_G + DIPOLE * np.exp(-2 * kappa * 0.05)

# ---- Printed numbers -------------------------------------------------------
print(f"W_G = {W_G:.1f} eV, Delta_c = {DIPOLE:.1f} eV, W_M = {W_EXAMPLE:.1f} eV")
print(f"effective separation z = {SEPARATION:.2f} nm")
print(f"atomic spacing = {SPACING:.2f} nm, v = {VELOCITY:.1e} m/s")
print(f"e^2/eps0 = {COULOMB:.3f} eV nm, hbar v = {HBAR_V:.4f} eV nm")
print(f"beta = {beta_of(SEPARATION):.4f} 1/eV")
print(f"dipole moment per area = {DIPOLE / COULOMB:.4f} e/nm")
print(f"cell area = {CELL:.5f} nm^2")
print(f"dipole moment per cell = {DIPOLE / COULOMB * CELL:.5f} e nm")
print(f"numerical crossover without dipole = {cross_bare:.3f} eV")
print(f"numerical crossover with dipole = {cross_dipole:.3f} eV")
print(f"same with z = 0.20 nm = {cross_far:.3f} eV")
print("Example:")
print(f"Phi with dipole = {W_G + DIPOLE - W_EXAMPLE:+.2f} eV")
print(f"Phi without dipole = {W_G - W_EXAMPLE:+.2f} eV")
print(f"eps with dipole = {eps:+.4f} eV")
print(f"eps without dipole = {eps_bare:+.4f} eV")
print(f"electron density with dipole = {density * 1e14:.3e} cm^-2")
print(f"hole density without dipole = {-cone_density(eps_bare)*1e14:.3e} cm^-2")
print(f"charge-transfer step = {COULOMB * density * SEPARATION:+.4f} eV")
print(f"transfer field = {COULOMB * density * 10:.2f} MV/cm")
print(f"covered work function = {W_G - eps:.4f} eV")
print("Table: W_M (eV), eps without dipole (eV), eps with dipole (eV)")
for w in metals:
    print(f"  {w:.1f}  {fermi_shift(w, 0.0):+.3f}  {fermi_shift(w) + 0.0:+.3f}")
print("Orthogonality illustration, one spin:")
print(f"density widths: metal {BROAD:.2f} nm, carbon {COMPACT:.2f} nm")
print(f"overlap S = {push[2]:.4f}, overlap centroid = {push[3]:.4f} nm")
print(f"electron shift at 0.33 nm = {push[0]:+.6f} nm")
print(f"electron shift at 0.43 nm = {push_far[0]:+.6f} nm")
print(f"shift with widths exchanged = {push_swapped[0]:+.6f} nm")
print("Neglected effects in the example:")
print(f"eps at {TEMPERATURE:.0f} K = {eps_thermal:+.4f} eV")
print(f"electrons at crossover, 300 K = {carriers_cross * 1e14:.2e} cm^-2")
print(f"eps with lattice bands = {eps_lattice:+.4f} eV")
print(f"broadening half-width = {HALF_WIDTH:.2f} eV, life = {lifetime:.1f} fs")
print(f"eps with broadening = {eps_broad:+.4f} eV")
print(f"eps for z = 0.20 nm = {fermi_shift(W_EXAMPLE, sep=0.2):+.4f} eV")
print(f"eps for Delta_c = 0.8 eV = {fermi_shift(W_EXAMPLE, 0.8):+.4f} eV")
print(f"eps for Delta_c = 1.0 eV = {fermi_shift(W_EXAMPLE, 1.0):+.4f} eV")
print(f"tail decay constant kappa = {kappa:.2f} 1/nm")
print(f"extra spacing that turns example p-type = {flip:.4f} nm")
print(f"crossover at 0.05 nm extra spacing = {cross_stretched:.2f} eV")
print("OK")
```

It prints:

```
W_G = 4.5 eV, Delta_c = 0.9 eV, W_M = 5.0 eV
effective separation z = 0.10 nm
atomic spacing = 0.33 nm, v = 1.0e+06 m/s
e^2/eps0 = 18.095 eV nm, hbar v = 0.6582 eV nm
beta = 1.3295 1/eV
dipole moment per area = 0.0497 e/nm
cell area = 0.05241 nm^2
dipole moment per cell = 0.00261 e nm
numerical crossover without dipole = 4.500 eV
numerical crossover with dipole = 5.400 eV
same with z = 0.20 nm = 5.400 eV
Example:
Phi with dipole = +0.40 eV
Phi without dipole = -0.50 eV
eps with dipole = +0.2890 eV
eps without dipole = -0.3433 eV
electron density with dipole = 6.135e+12 cm^-2
hole density without dipole = 8.659e+12 cm^-2
charge-transfer step = +0.1110 eV
transfer field = 11.10 MV/cm
covered work function = 4.2110 eV
Table: W_M (eV), eps without dipole (eV), eps with dipole (eV)
  4.2  +0.230  +0.646
  4.8  -0.230  +0.394
  5.0  -0.343  +0.289
  5.2  -0.441  +0.164
  5.4  -0.529  +0.000
  5.7  -0.646  -0.230
Orthogonality illustration, one spin:
density widths: metal 0.10 nm, carbon 0.06 nm
overlap S = 0.1269, overlap centroid = 0.2426 nm
electron shift at 0.33 nm = -0.002541 nm
electron shift at 0.43 nm = -0.000199 nm
shift with widths exchanged = +0.002541 nm
Neglected effects in the example:
eps at 300 K = +0.2873 eV
electrons at crossover, 300 K = 8.08e+10 cm^-2
eps with lattice bands = +0.2889 eV
broadening half-width = 0.02 eV, life = 16.5 fs
eps with broadening = +0.2720 eV
eps for z = 0.20 nm = +0.2430 eV
eps for Delta_c = 0.8 eV = +0.2298 eV
eps for Delta_c = 1.0 eV = +0.3433 eV
tail decay constant kappa = 11.46 1/nm
extra spacing that turns example p-type = 0.0257 nm
crossover at 0.05 nm extra spacing = 4.79 eV
OK
```
